# Moving-window simulation of long-distance domain-wall motion

## Definitions and conventions

A straight ferromagnetic strip lies along $x$. Its width along $y$ is $w$, its thickness along $z$ is $t$, and $S=wt$. The magnetization is $M_s\mathbf m$, with $|\mathbf m|=1$. In this model $\mathbf m$ depends on $x$ and time, but is uniform over the cross-section. A head-to-head wall separates a left domain with $m_x>0$ from a right domain with $m_x<0$. A driving field $B_x>0$ enlarges the left domain and moves the wall towards $+x$.

The window has $N$ cells of length $a$ and total length $L=Na$. Its cells are numbered $i=0,\ldots,N-1$, and the wall position $q$ is measured from its centre. The fixed domain directions outside are $\mathbf m_L$ and $\mathbf m_R$; their $x$ components are $m_L$ and $m_R$. Without a transverse field, $m_L=1$ and $m_R=-1$.

Effective fields $\mathbf B$ are in tesla, and $\gamma>0$. The Gilbert equation is

$$
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}.
$$

To isolate the time derivative, take $\mathbf m\times$ both sides. Since $\mathbf m\cdot\dot{\mathbf m}=0$, we have $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, so

$$
\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)-\alpha\dot{\mathbf m}.
$$

Substitution gives

$$
\dot{\mathbf m}=-\frac{\gamma}{1+\alpha^2}\left[\mathbf m\times\mathbf B+\alpha\,\mathbf m\times(\mathbf m\times\mathbf B)\right].
$$

## The field in an infinite row of cells

With exchange stiffness $A$ and applied field $\mathbf B_a$, component $c$ of the field in cell $i$ is

$$
B_{c,i}=B_{a,c}+\frac{2A}{M_sa^2}(m_{c,i+1}+m_{c,i-1}-2m_{c,i})-\mu_0M_s\sum_{j=-\infty}^{\infty}N_{cc}(i-j)m_{c,j}.
$$

Mixed factors such as $N_{xy}$ vanish after averaging over a cell, because the strip is symmetric under $y\to-y$ and $z\to-z$.

To find $N_{xx}$, let $G(d)$ be the mean potential on one cross-section due to unit charge density on another at distance $d$:

$$
G(d)=\frac1S\int_S dA\int_S dA'\frac{1}{4\pi|\mathbf r-\mathbf r'|}.
$$

The integrand depends on the coordinate differences $u$ and $v$. Two points in an interval of length $w$ differ by $u$ with weight $w-|u|$, and similarly for $t$. The four equal quadrants then give

$$
G(d)=\frac{1}{\pi wt}\int_0^w du\,(w-u)\int_0^t dv\,\frac{t-v}{\sqrt{d^2+u^2+v^2}}.
$$

With $c^2=d^2+u^2$, the inner integral is $t\,\mathrm{arsinh}(t/c)-\sqrt{c^2+t^2}+c$; the outer one is done by quadrature.

A cell magnetized along $+x$ has charge $+M_s$ on its right face and $-M_s$ on its left. The mean field in another cell is minus the difference of its face potentials divided by $a$. Writing $G_k=G(|k|a)$,

$$
N_{xx}(k)=\frac{2G_k-G_{k-1}-G_{k+1}}a.
$$

For $N_{yy}$ the charged faces have size $a\times t$. Let $F(h,k)$ be their mean potential kernel at normal gap $h$ and axial shift $ka$. Opposite charges on the two side faces give a potential difference $2M_s[F(0,k)-F(w,k)]$ across the width, hence

$$
N_{yy}(k)=\frac2w[F(0,k)-F(w,k)].
$$

Exchanging $y$ with $z$ and $w$ with $t$ gives $N_{zz}$. The three factors must add to 1 for $k=0$ and to 0 otherwise. The separately integrated faces satisfy this to $2.3\times10^{-9}$.

## Replacing the omitted domains

A truncated window acquires artificial end charges. At the left end the outward normal is $-x$ and the magnetization points along $+x$; at the right end both signs are reversed. Both artificial charge densities are therefore $-M_s$. The omitted domains supply the compensating $+M_s$.

The same result follows from the sum over omitted cells. Define $D_k=(G_k-G_{k+1})/a$. For $k\ge1$, $N_{xx}(k)=D_k-D_{k-1}$, and $D_k\to0$ at large distance, so

$$
\sum_{k=n}^{\infty}N_{xx}(k)=-D_{n-1}.
$$

Cell $i$ is at least $i+1$ cells from the left domain and $N-i$ from the right one. The missing longitudinal field is therefore

$$
B_{x,i}^{\rm out}=\mu_0M_s\left(m_LD_i+m_RD_{N-i-1}\right).
$$

An explicit sum of $-(N_{yy}+N_{zz})$ over separations below 600 cells agrees with this closed form to $1.4\times10^{-6}$. That is the expected truncation error: the omitted remainder is about $S/[4\pi(600a)^2]=1.4\times10^{-6}$ for the strip used below.

A transverse field $B_y$ tilts the domains, and their side charges must then be included. For an infinite strip, the potential of line charges gives

$$
N_{yy}^{\infty}=\frac{1}{\pi wt}\int_0^t(t-v)\ln\left(1+\frac{w^2}{v^2}\right)dv.
$$

Because $N_{yy}(k)$ is even, removing the central term and halving the rest gives

$$
\sum_{k=n}^{\infty}N_{yy}(k)=\frac{N_{yy}^{\infty}-N_{yy}(0)}2-\sum_{k=1}^{n-1}N_{yy}(k).
$$

Multiplication by $-\mu_0M_s$ and the transverse component of each domain gives the missing $B_y$.

The tilt follows from zero torque. Let $\mathbf m_L=(\cos\theta_L,\sin\theta_L,0)$ and $\mathbf m_R=(-\cos\theta_R,\sin\theta_R,0)$. The internal transverse field is $B_y-\mu_0M_sN_{yy}^{\infty}\sin\theta$, so $m_xB_y^{\rm int}-m_yB_x=0$ becomes

$$
\cos\theta\,(B_y-\mu_0M_sN_{yy}^{\infty}\sin\theta)\mp B_x\sin\theta=0,
$$

with the upper sign on the left and the lower sign on the right. Each end cell also has an exchange neighbour with the corresponding domain direction.

The assembled field was tested for untilted domains against an energy containing interface charges, transverse demagnetization and exchange. With $\sigma_f=M_s(m_{x,f-1}-m_{x,f})$ on interface $f$, the longitudinal magnetostatic part is

$$
E_x=\frac{\mu_0S}{2}\sum_{f,g}\sigma_f\sigma_gG_{f-g}.
$$

Changing $m_{x,i}$ changes the charges on the two faces of cell $i$ with opposite signs. The derivative is thus $\mu_0SM_s$ times the potential difference across the cell, and division by $-M_sSa$ gives its mean field. For random directions in 80 cells, numerical derivatives of the whole energy at twelve sampled components, end cells included, agree with the field to $2.1\times10^{-11}$ T.

## Reconstructing the displacement

Let $Q=a\sum_i m_{x,i}$. A sharp wall at $q$ with the same $Q$ satisfies

$$
Q=m_L\left(\frac L2+q\right)+m_R\left(\frac L2-q\right).
$$

Solving for $q$ gives

$$
q=\frac{Q-(m_L+m_R)L/2}{m_L-m_R}.
$$

This also defines $q$ for a smooth wall. For a rigidly moving profile, any difference from another definition of the wall centre is constant and drops out of the displacement.

When $q$ exceeds its target by $a/2$, remove the leftmost cell, move the others left by one place and append $\mathbf m_R$. If the removed component is $m_f$, then $Q$ changes by $a(m_R-m_f)$ and

$$
q_{\rm new}-q_{\rm old}=-a\frac{m_f-m_R}{m_L-m_R}.
$$

For $m_f=m_L$ this is $-a$. After $n$ shifts the position is therefore

$$
X=na+q.
$$

If instead $m_f=m_L+\delta$, $X$ jumps by $-a\delta/(m_L-m_R)$. Such readout errors do not add up, because $na$ is known from the count and $q$ is measured afresh from the present window. A wrong force is different: it changes the motion itself, and no later reading repairs it.

One can instead add up the magnetization that enters and leaves, without normalization:

$$
R=\frac{Q-Q_0}{2}+\frac a2\sum_{\rm shifts}(m_f-m_R).
$$

For $m_f=m_L$, the first term is $(m_L-m_R)(q-q_0)/2$ and each shift adds $a(m_L-m_R)/2$. Hence

$$
R=\frac{m_L-m_R}{2}(X-X_0).
$$

This is correct for untilted domains, but otherwise its error is proportional to the distance travelled.

One time step of the algorithm is as follows:

1. Evaluate the field from the window cells, the omitted domains and the applied field.
2. Advance $\mathbf m$ by a fourth-order Runge–Kutta step and normalize each vector.
3. Calculate $q$; if it has passed the threshold, shift one cell, increase $n$ and recalculate $q$.
4. Record $X=na+q$.

The rule of one shift per step requires $v\Delta t<a$. The step must also resolve the fastest exchange precession. For alternating cells the exchange field is $8A/(M_sa^2)$. With the values below this is 8.1 T; adding $\mu_0M_s\simeq1.0$ T gives $\gamma B\Delta t\simeq2.0$ for $\Delta t=1.25$ ps. For weak damping this is below the Runge–Kutta limit $2\sqrt2$ on the imaginary axis. Halving $a$ requires about one quarter of the time step.

## The force made by uncorrected ends

Far from the ends, each artificial sheet acts as a point charge $-M_sS$. The left one pulls the positively charged wall to the left and the right one pulls it to the right:

$$
B_{\rm end}(q)\simeq\frac{\mu_0M_sS}{4\pi}
\left[\frac1{(L/2-q)^2}-\frac1{(L/2+q)^2}\right].
$$

It vanishes at the centre. For $|q|\ll L$, expansion of the bracket gives $32q/L^3$. The centre is an unstable equilibrium, since a displacement creates a force in its own direction.

For a wall of finite width, the energy in a field $b(x)$ is $-M_sS\int b\,m_x\,dx$. Moving an untilted profile rigidly and comparing with a uniform field gives the equivalent drive

$$
B_{\rm end}=\frac12\int b(x)\left(-\frac{\partial m_x}{\partial x}\right)dx.
$$

The weight is positive for a monotonic wall and integrates to one.

## A speed check from power balance

The scalar product of the Gilbert equation with $\dot{\mathbf m}$ gives $|\dot{\mathbf m}|^2=\gamma\mathbf B\cdot(\mathbf m\times\dot{\mathbf m})$. Its product with $\mathbf B$ gives $\mathbf B\cdot\dot{\mathbf m}=\alpha\mathbf B\cdot(\mathbf m\times\dot{\mathbf m})$. Therefore

$$
\frac{dE}{dt}=-M_sS\int\mathbf B\cdot\dot{\mathbf m}\,dx
=-\frac{\alpha M_sS}{\gamma}\int|\dot{\mathbf m}|^2dx.
$$

In steady translation $\dot{\mathbf m}=-v\,\partial_x\mathbf m$. The internal wall energy is constant, while the field energy of untilted domains changes at the rate $-2M_sSB_xv$. Equating the two rates yields

$$
v=\frac{\gamma B_x\Delta}{\alpha},\qquad
\Delta=\frac{2}{\int|\partial_x\mathbf m|^2dx}.
$$

This fails above precessional breakdown, where the wall changes shape as it moves.

## Worked example and error analysis

The strip has $w=20$ nm, $t=5$ nm, $M_s=800$ kA/m, $A=13$ pJ/m and $\alpha=0.02$. The cells are 4 nm long and the drive is 2 mT. The full numerical output follows this section.

**Long run.** A 320 nm window follows the wall for 10 ns. It makes 538 shifts and ends with $q=1.232$ nm. Since $q$ starts at zero,

$$
X-X_0=538\times4+1.232=2153.2\ {\rm nm}.
$$

The wall has travelled nearly seven window lengths. The largest jump at a shift is $1.3\times10^{-5}$ nm. A fixed 2400 nm window gives 563.25 nm after 3 ns, and the two trajectories differ by at most 0.0063 nm over that time. This tests the omitted fields and the reconstruction together.

Over the last 5 ns the speed is 227.2 m/s. The final profile has $\Delta=12.919$ nm, so power balance gives

$$
v=\frac{(1.76086\times10^{11})(2\times10^{-3})(12.919\times10^{-9})}{0.02}
=227.5\ {\rm m/s}.
$$

The difference is 0.12% of the speed. The magnetization at the wall centre is 10.7 degrees out of plane.

The mesh error is larger than the window error. With 2 nm cells and one quarter of the time step, the distance at 2 ns is 339.28 nm instead of 338.71 nm, a change of 0.17%. Cell length and time step were changed together, so their contributions are not separated.

**Tilted domains.** With the 2 mT drive kept and a 40 mT transverse field added, $m_L=0.985198$ and $m_R=-0.984665$. After 3 ns the fixed and moving windows both give 772.29 nm; their largest difference during the run is 0.039 nm. This difference is temporary and does not accumulate, as the equal final distances show. Its cause was not isolated. In tilted domains a small rotation changes $m_x$ in first order, and the moving window freezes such rotations outside its ends.

The unnormalized sum gives 760.65 nm. Its expected loss is

$$
\left(1-\frac{0.985198+0.984665}{2}\right)772.29=11.64\ {\rm nm},
$$

which is the loss found. At a fixed tilt this 1.5% error remains at any distance. Counting cells but leaving $q$ unnormalized would instead give a sawtooth of about $0.015\times4=0.06$ nm, which does not grow.

**End charges.** In a 280 nm window the wall is held near $q=28$ nm, so the ends are 112 and 168 nm away. Since $\mu_0M_sS/4\pi=8$ T nm²,

$$
B_{\rm end}\simeq8\left(\frac1{112^2}-\frac1{168^2}\right){\rm T}=0.354\ {\rm mT}.
$$

The average over the finite wall is 0.368 mT, or 18% of the drive. Averaged over the last nanosecond of a 3 ns run, the speed is 224.5 m/s with the correction and 261.2 m/s without it. Exchange neighbours were kept in both runs, so the omitted end field is the difference between them. A corrected window driven by $B_x+B_{\rm end}$ gives 260.9 m/s, which identifies the excess as the false drive.

The corrected value of 224.5 m/s is below 227.2 m/s because it covers an earlier interval, not because the wall is off-centre: this trajectory stays within 0.2 nm of the fixed-window one throughout the 3 ns.

Centring reduces the false drive. In an uncorrected 320 nm window, $q=2$ nm gives about 0.016 mT, or 0.8% of the drive, and $q=-2$ nm gives the opposite field. In a centred moving window $q$ runs back and forth between these values, so most of the false drive averages out. A fixed window has no such cancellation. For a fixed window without drive, the steady speed law alone would give a growth rate $\lambda=(\gamma\Delta/\alpha)(\mu_0M_sS/4\pi)(32/L^3)\simeq9\times10^8$ s⁻¹. The wall needs time to reach its steady speed, however. In the long run it ends about 119 nm behind a wall that moves at 227.2 m/s from the start, which corresponds to a response time $\tau\simeq0.5$ ns. With $\tau\ddot q+\dot q=\lambda q$, a solution $e^{st}$ requires $\tau s^2+s=\lambda$. The growing solution has $s\simeq7\times10^8$ s⁻¹, or a factor $e$ in about 1.5 ns. This estimate was not simulated.

## Range of use

The numbers above belong to one narrow strip with rounded material values. For this strip at $\alpha=0.02$, precessional breakdown sets in between 5 and 6 mT, and the threshold is roughly proportional to $\alpha$. At $\alpha=0.008$, a value typical of permalloy, the 2 mT drive lies just below breakdown; the wall then tilts and narrows, and its speed is about 430 m/s, not the 570 m/s that scaling by $1/\alpha$ at fixed $\Delta$ would give. The assumption of smooth edges matters greatly at this drive. For a slow change of width, the drive balances the rise in wall energy when $2M_sSB_x=(dE/dw)(dw/dx)$. The computed static value $dE/dw=0.141$ eV/nm (4 nm cells; 0.140 eV/nm with 1 nm cells) gives $dw/dx=0.014$: a widening of 1.4 nm per 100 nm along the path can stop the wall. This estimate neglects the charges on the sloping edges. A moving wall also coasts: with the response time $\tau\simeq0.5$ ns found above, it travels roughly $v\tau\simeq0.1$ µm after the net force has vanished. Width variations of this slope can therefore reduce the calculated 227 m/s to zero if they are long compared with this distance. A moving wall can cross shorter ones, and roughness finer than the wall is partly averaged over it; both cases need a separate calculation.

Temperature matters too. The force is $2M_sSB_x$, so the mobility per unit force is $\gamma\Delta/(2\alpha M_sS)$, and the Einstein relation gives

$$
D=\frac{k_BT\gamma\Delta}{2\alpha M_sS}.
$$

At 300 K the spread $\sqrt{2Dt_{\rm run}}$ after $t_{\rm run}=10$ ns is about 240 nm, or 11% of the distance. The sub-nanometre agreement between the windows measures the error of the moving-window method, not the predictability of one wall in a device.

Uniformity across the width is also approximate. The exchange field opposing the first cosine variation across the strip is $(2A/M_s)(\pi/w)^2=0.80$ T, comparable with $\mu_0M_s=1.0$ T. A single row of cells cannot show how the wall varies across the strip; cells across the width are needed to resolve that variation. The opposing exchange field falls as $1/w^2$, so it restrains the variation less in wider strips. The end correction carries over: for uniform, untilted outer domains, the field of the same charged end sheets is evaluated in each cell.

For perpendicular magnetization the reconstruction uses $m_z$ in place of $m_x$. The domains then have no end-face charge, but their top and bottom faces still act on the window. The required sum is the transverse tail formula with $N_{zz}$ and $N_{zz}^{\infty}$. In either geometry, fixed outer domains are unsuitable when strong spin waves reach the ends, because a fixed neighbour can reflect them, or when the domains themselves begin to reverse.

## Computed values

```
strip width: 20 nm
strip thickness: 5 nm
saturation magnetization: 800 kA/m
exchange stiffness: 13 pJ/m
damping: 0.02
gyromagnetic ratio: 1.76086e+11 rad/(s T)
cell length: 4 nm
time step: 1.25 ps
driving field: 2 mT
infinite-strip factor N_yy: 0.23009
infinite-strip factor N_zz: 0.76991
largest trace error of factors: 2.3e-09
largest sheet-sum error: 1.4e-06
largest field-gradient error: 2.1e-11 T
end-correction field in first cell: 249.9 mT
main window length: 320 nm
main run time: 10 ns
main run cell shifts: 538
main run final q: 1.232 nm
main run displacement: 2153.23 nm
largest jump at a shift, main run: 1.3e-05 nm
steady speed from positions: 227.22 m/s
steady speed from power balance: 227.49 m/s
dynamic wall width 2/integral: 12.919 nm
out-of-plane wall angle: 10.68 degrees
fixed reference window length: 2400 nm
fixed-window displacement at 3 ns: 563.250 nm
largest moving-fixed difference: 6.3e-03 nm
distance at 2 ns, 4 nm cells: 338.71 nm
distance at 2 ns, 2 nm cells: 339.28 nm
transverse field of tilted run: 40 mT
tilted left-domain m_x: 0.985198
tilted right-domain m_x: -0.984665
tilted fixed-window distance, 3 ns: 772.29 nm
tilted moving-window distance: 772.29 nm
largest tilted position difference: 0.039 nm
largest jump at a shift, tilted run: 1.5e-03 nm
tilted distance from raw sum: 760.65 nm
raw-sum loss expected: 11.64 nm
off-centre window length: 280 nm
off-centre wall target: 28 nm
false end field, wall average: 0.3681 mT
false end field, point charges: 0.3543 mT
off-centre speed, corrected: 224.52 m/s
off-centre speed, uncorrected: 261.21 m/s
corrected speed at drive plus end field: 260.88 m/s
static wall energy: 3.413 eV
wall energy change per width: 0.1410 eV/nm
width taper that balances drive: 0.0142 nm per nm
thermal rms spread, 300 K, 10 ns: 242.7 nm
exchange length: 5.69 nm
width over exchange length: 3.52
exchange field of first width mode: 802 mT
saturation induction mu0 Ms: 1005 mT
```
